\section*{Stress from force derivative integrals in atom-centred bases, part 2}

The problem is to obtain a crystal's stress from the centre derivatives that give its forces. Hartree atomic units are used. The cell has lattice vectors $\mathbf a_i$, volume $\Omega$ and atoms at $\boldsymbol\tau_Y$ with forces $\mathbf F_Y$. Centres are $\mathbf r_X=\boldsymbol\tau_X+\mathbf R_X$, with $\mathbf R=\sum_in_i\mathbf a_i$ and $\mathbf d^{AX}=\mathbf r_X-\mathbf r_A$. Strain moves $r_{X,\alpha}\to r_{X,\alpha}+\sum_\beta\varepsilon_{\alpha\beta}\,r_{X,\beta}$; $\sigma_{\alpha\beta}=\frac1\Omega\frac{\partial F}{\partial\varepsilon_{\alpha\beta}}$ and $p=-\tfrac13\operatorname{tr}\sigma$. Here $F=E-TS_{\rm el}$ is the free energy per cell at fixed electron number $N$ and temperature $T$, and $E$ the internal energy, including the pair repulsion $E_{\rm rep}$ built from $\phi(d)$.

Basis functions $\chi_\mu$ move rigidly with their centres. The non-self-consistent Hamiltonian has kinetic energy and spherical Gaussian wells. Real matrices $H(\mathbf n)$, $S(\mathbf n)$ (Hamiltonian, overlap) enter Bloch sums with phases $e^{2\pi i\boldsymbol\kappa\cdot\mathbf n}$, where $\mathbf k=\sum_i\kappa_i\mathbf b_i$ and $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$; $\boldsymbol\kappa$ and mesh weights $w$ stay fixed under strain. With $Hc_i=e_iSc_i$, $c_i^\dagger Sc_i=1$,
\begin{equation}
de_i=c_i^\dagger\,(dH-e_i\,dS)\,c_i .
\label{de}
\end{equation}
For Fermi occupations $f_i$ at chemical potential $\mu$,
\begin{align}
dF&=\sum_{\mathbf n}\sum_{\mu\nu}\big[P_{\mu\nu}(\mathbf n)\,dH_{\mu\nu}(\mathbf n)-W_{\mu\nu}(\mathbf n)\,dS_{\mu\nu}(\mathbf n)\big]+dE_{\rm rep},\label{dF}
\end{align}
where $P_{\mu\nu}(\mathbf n)=2\sum_{\boldsymbol\kappa i}wf_i\,c^*_{\mu i}c_{\nu i}\,e^{2\pi i\boldsymbol\kappa\cdot\mathbf n}$ and $W$ has the extra factor $e_i$.

Let $t$ be $(A,B)$ or $(A,B,C)$, with $A$ in the home cell, and $\mathbf g^X_t$ its contribution to $\partial F/\partial\mathbf r_X$ at fixed $P$, $W$. The lattice sums converge absolutely, and
\begin{equation}
dF=\sum_t\sum_{X\in t}\mathbf g^X_t\cdot d\mathbf r_X .
\label{chain}
\end{equation}
\begin{equation}
\sum_{X\in t}\mathbf g^X_t=0\quad\text{for each }t .
\label{ti}
\end{equation}
\begin{align}
\Omega\sigma_{\alpha\beta}&=\sum_t\sum_{X\in t}g^X_{t,\alpha}\,(\mathbf r_X-\mathbf r_A)_\beta\nonumber\\
&=\sum_{(AB)}g^B_\alpha\,d^{AB}_\beta+\sum_{(ABC)}\big[g^B_\alpha\,d^{AB}_\beta+g^C_\alpha\,d^{AC}_\beta\big],
\label{main}
\end{align}
The same stress splits into an in-cell virial and a lattice part (fixed Cartesian $\boldsymbol\tau_Y$):
\begin{equation}
\Omega\sigma_{\alpha\beta}=-\sum_YF_{Y,\alpha}\tau_{Y,\beta}+\sum_t\sum_{X\in t}g^X_{t,\alpha}R_{X,\beta}.
\label{split}
\end{equation}
Gaussian exponents $a,b,c$ on $A,B,C$ ($c=0$ for two centres) give $s=a+b+c$, $\mathbf Q=(a\mathbf r_A+b\mathbf r_B+c\mathbf r_C)/s$ and integrals decaying as $e^{-q}$:
\begin{equation}
q=\big(ab\,|\mathbf r_A-\mathbf r_B|^2+ac\,|\mathbf r_A-\mathbf r_C|^2+bc\,|\mathbf r_B-\mathbf r_C|^2\big)/s .
\label{q}
\end{equation}

A single term $g_\alpha d_\beta$ need not be symmetric. For the overlap of an $s$ function on $A$ with $p_\gamma$ on $B$, write $(\mathbf r-\mathbf r_B)_\gamma=(\mathbf r-\mathbf Q)_\gamma+(\mathbf Q-\mathbf r_B)_\gamma$; the first piece is odd about $\mathbf Q$ and integrates to zero, and $\mathbf Q-\mathbf r_B=-(a/s)\mathbf d$. Thus $S\propto d_\gamma e^{-\rho d^2}$ with $\rho=ab/(a+b)$, and its gradient $\propto(\delta_{\alpha\gamma}-2\rho\,d_\alpha d_\gamma)e^{-\rho d^2}$ has a part that is not along $\mathbf d$. Symmetry of the total comes from rotations. Let all centres be rotated by an orthogonal matrix $U$ while the functions keep their orientation. Substituting $\mathbf r=U\mathbf r'$ leaves $\nabla^2$ and the spherical wells unchanged and turns $\chi_\mu(\mathbf r-U\mathbf r_X)$ into $\chi_\mu(U(\mathbf r'-\mathbf r_X))$. If every shell is complete, this equals $\sum_{\mu'}D_{\mu\mu'}\chi_{\mu'}(\mathbf r'-\mathbf r_X)$ with $D$ real, block diagonal in atoms and independent of the cell (orthogonal for normalized $s$ and $p$ shells; for Cartesian shells of higher $l$ this depends on how the members are scaled, and the argument does not need it), so $H\to DHD^T$ and $S\to DSD^T$ for each $\mathbf n$ and each fixed $\boldsymbol\kappa$. An antisymmetric $\varepsilon$ is such a rotation to first order, with $D=1+G$, $dH=GH+HG^T$ and $dS=GS+SG^T$. In \eqref{de},
\begin{equation}
de_i=c_i^\dagger G\,(H-e_iS)\,c_i+c_i^\dagger(H-e_iS)\,G^T c_i=0 ,
\end{equation}
both pieces vanishing by the eigenvalue equation. The repulsion is symmetric by its form, so $\sum\sigma_{\alpha\beta}\varepsilon_{\alpha\beta}=0$ for every antisymmetric $\varepsilon$ and $\sigma_{\alpha\beta}=\sigma_{\beta\alpha}$. The argument makes the antisymmetric parts of the $P\,dH$ and $-W\,dS$ sums opposite and does not make them vanish separately. If a shell is incomplete, a rotation that mixes a kept member with a missing one carries the function out of the basis and this proof fails for that rotation (with only $p_z$ missing, $p_x$ and $p_y$ still turn into each other about $z$, so $\sigma_{xy}=\sigma_{yx}$ survives), whereas \eqref{main}, which did not use it, stands.

The conditions used above also mark where \eqref{main} stops. For a bare Coulomb pair term $g$ falls as $d^{-2}$ and $g\,d$ as $d^{-1}$, while the number of partners grows as $d^2$ per unit distance, so the sum is not absolutely convergent and cannot be regrouped without a summation rule. If an integral is evaluated on a grid tied to the cell, the substitution behind \eqref{ti} is not available, and the grid points themselves move under strain. If exponents are scaled with the cell, \eqref{chain} gains terms. A self-consistent Hamiltonian needs its own stationarity argument in place of \eqref{dF}. These cases are not treated here. If Cartesian $\mathbf k$ is held fixed, the phase becomes $e^{i\mathbf k\cdot(1+\varepsilon)\mathbf R}$, which equals the phase at the unstrained $\mathbf R$ with $k_\beta\to k_\beta+\sum_\alpha k_\alpha\varepsilon_{\alpha\beta}$; the derivative then gains $2\sum wf_i\,k_\alpha\,\partial e_i/\partial k_\beta$ and is a different quantity.

The example takes round model parameters and represents no material. The triclinic cell has $\mathbf a_1=(3.6,0,0)$, $\mathbf a_2=(0.4,3.8,0)$, $\mathbf a_3=(0.3,-0.2,4.0)$ bohr; the matrix is triangular, so $\Omega=3.6\times3.8\times4.0=54.72$ bohr$^3$. Atom 1 is at the origin and atom 2 at fractional $(0.45,0.55,0.50)$, which is $\boldsymbol\tau_2=(1.99,1.99,2.00)$ bohr. Each atom carries one normalized $s,p$ shell, with exponents 0.4 and 0.5 bohr$^{-2}$. The wells have depths 2.0 and 1.5 Ha and exponents 0.3 and 0.4 bohr$^{-2}$, and $\phi=A_0e^{-\gamma d^2}$ with $A_0=2$ Ha and $\gamma=0.3$ bohr$^{-2}$. Five electrons per cell cannot fill a whole number of two-electron bands, so at least one band is partly filled; $k_BT=0.02$ Ha gives the states near $\mu$ fractional occupations, and the $4\times4\times4$ mesh is shifted by half a step, which is closed under inversion. Integrals with $q<20$ at the reference geometry are kept, 266 pairs and 8634 triples, and this list is frozen under distortion so that $F$ is smooth. The criterion \eqref{q} is symmetric in $A$ and $B$, which keeps the matrices Hermitian, and \eqref{ti} and the rotation argument hold for each retained integral, so the results above apply to the truncated model. The smallest eigenvalue of $S(\boldsymbol\kappa)$ is 0.169, $\mu=-0.8181$ Ha, and $F=-6.2291+0.8151-0.0073=-5.4213$ Ha from the band energy, the repulsion and $-TS_{\rm el}$.

The shortest bond joins atom 1 to atom 2 in cell $(0,-1,-1)$, with $\mathbf d=\boldsymbol\tau_2-\mathbf a_2-\mathbf a_3=(1.99-0.4-0.3,\ 1.99-3.8+0.2,\ 2.00-4.0)=(1.29,-1.61,-2.00)$ bohr and length 2.873 bohr. The kinetic and overlap part of its $\mathbf g^B$ is $(-0.1303,0.1699,0.2089)$ Ha/bohr. Its contributions are $g_xd_x=-0.1303\times1.29=-0.1681$ Ha, $g_xd_y=(-0.1303)(-1.61)=0.2098$ Ha and $g_yd_x=0.1699\times1.29=0.2192$ Ha, so this term is not symmetric. Summed over all terms, in the order kinetic, three-centre, overlap, repulsion,
\begin{align}
\Omega\sigma_{xx}&=-1.78553+11.27482-2.24688-1.82373=5.4187\ \text{Ha},\nonumber\\
\Omega\sigma_{xy}&=0.08733-0.11127+0.02471+0.10512=0.10589\ \text{Ha},\nonumber\\
\Omega\sigma_{yx}&=0.09446-0.12445+0.03076+0.10512=0.10589\ \text{Ha}.
\end{align}
The antisymmetric $xy$ part, half the difference of the $xy$ and $yx$ elements, is $\tfrac12[(0.08733-0.11127)-(0.09446-0.12445)]=+0.0030$ Ha for $P\,dH$ and $\tfrac12(0.02471-0.03076)=-0.0030$ Ha for $-W\,dS$, which is the cancellation derived above. The other elements are $\Omega\sigma_{yy}=5.4478$, $\Omega\sigma_{zz}=5.4040$, $\Omega\sigma_{xz}=0.0839$ and $\Omega\sigma_{yz}=-0.0241$ Ha. Then $\sigma_{xx}=5.4187/54.72=0.09903$ Ha/bohr$^3$ and
\begin{equation}
p=-\frac{5.4187+5.4478+5.4040}{3\times54.72}=-0.09911\ \text{Ha/bohr}^3\approx-2.9\times10^3\ \text{GPa},
\end{equation}
with 1 Ha/bohr$^3=29421$ GPa. This is a very large tension: at this geometry $F$ falls steeply on contraction. Whether the model has an equilibrium volume was not examined. The breakdown shows the well term, $+11.27$ Ha in $xx$, outweighing the three negative terms, which total $-5.86$ Ha. The number tests the formula and carries no statement about a solid.

The forces are $\mathbf F_2=-\mathbf F_1=(-0.002713,0.026519,-0.007011)$ Ha/bohr. The in-cell virial of \eqref{split} has $xx$ element $0.002713\times1.99=0.0054$ Ha, and the lattice part supplies the remaining 5.4133 Ha. Its $xy$ and $yx$ elements, $0.0054$ and $-0.026519\times1.99=-0.0528$ Ha, are unequal. Renaming atom 2 by $\mathbf a_1$ changes $xx$ by $0.002713\times3.6=0.0098$ to $0.0152$ Ha and $yx$ by $-0.026519\times3.6=-0.0955$ to $-0.1482$ Ha, while $\Omega\sigma$ changes by $1.8\times10^{-15}$ Ha at most.

The numerical check printed below compares these formulas with fourth-order finite differences of $F$, rediagonalized at each distorted geometry. The largest absolute deviations from the finite differences are $8.7\times10^{-12}$ Ha/bohr for the forces, $5.6\times10^{-12}$ Ha for the nine elements of $\Omega\sigma$ and $9.1\times10^{-12}$ Ha for the lattice part, against an asserted tolerance of $10^{-7}$; $-dF/d\Omega$ reproduces $p$. The sum rule \eqref{ti}, tested on the uncontracted integrals with each centre differentiated separately, holds to $7.2\times10^{-16}$. The altered prescriptions are asserted to differ from the true derivative, and they do. Dropping $W$ gives $5.4187+2.2469=7.6656$ Ha for $xx$, a number tied to the zero of energy of this Hamiltonian: raising that zero by $H\to H+cS$ changes it by $-1.46\,c$. The internal energy gives $dE/d\varepsilon_{xx}=5.4130$ Ha, lower by 0.0057 Ha, since $dE-dF=T\,dS_{\rm el}$ and $T\,dS_{\rm el}/d\varepsilon_{xx}=-0.0057$ Ha. Fixed Cartesian $\mathbf k$ gives 5.6526 Ha, higher by 0.2339 Ha, when the mesh points are taken with $\kappa_i$ between $-\tfrac12$ and $\tfrac12$. The band-velocity expression contains $k_\alpha$ itself and so depends on which representative $\mathbf k+\mathbf G$ is frozen: the same mesh with $\kappa_i$ between 0 and 1 gives 5.0779 Ha, lower by 0.3408 Ha. The expression reproduces both differences. With $p_z$ removed from both atoms, \eqref{main} matches the finite differences of the four elements that mix $z$ with $x$ or $y$ to $6.0\times10^{-12}$ Ha, and these are unsymmetric: $xz$ and $zx$ are 0.0615 and 0.0601 Ha, $yz$ and $zy$ are $-0.0314$ and $-0.0297$ Ha. Raising the cutoff on $q$ from 20 to 25 changes $\Omega\sigma$ by at most $8.5\times10^{-6}$ Ha, under two parts in $10^6$ of the diagonal elements. This indicates the size of the truncation effect without bounding it, and it is far larger than the finite-difference deviations, which compare two evaluations of the same truncated model. The values belong to the stated mesh and are far from converged in it: on shifted $6^3$, $8^3$ and $10^3$ meshes $\Omega\sigma_{xx}$ is 5.498, 5.487 and 5.473 Ha, $\Omega\sigma_{xy}$ is 0.044, 0.040 and 0.040 Ha, and $F_{2,y}$ is 0.0170, 0.0179 and 0.0186 Ha/bohr. The stress formula holds on each mesh separately.

\section*{Numbers as computed}
\begin{verbatim}
a1 (bohr): +3.60 +0.00 +0.00
a2 (bohr): +0.40 +3.80 +0.00
a3 (bohr): +0.30 -0.20 +4.00
fractional atom 2: +0.45 +0.55 +0.50; tau2 (bohr): +1.990 +1.990 +2.000
orbital exponents (bohr^-2): [0.4 0.5]; well exponents (bohr^-2): [0.3 0.4]
well depths (Ha): [2.  1.5]; repulsion A = 2.0 Ha, gamma = 0.3 bohr^-2
N = 5.0, kT = 0.02 Ha, mesh 4^3 shifted, exponent cutoff 20.0
volume = 54.7200 bohr^3; pairs 266, triples 8634
smallest eigenvalue of S(k) = 0.1694; mu = -0.818095 Ha
E_band = -6.229117, E_rep = 0.815071, TS = 0.007252, F = -5.421297 Ha
integral errors (a.u.): pyscf 1.7e-16, quadrature 5.0e-16
max |sum of centre derivatives| (a.u.) = 7.2e-16
force atom 1 (Ha/bohr): +0.002713 -0.026519 +0.007011
force atom 2 (Ha/bohr): -0.002713 +0.026519 -0.007011
force vs finite difference, max error = 8.7e-12 Ha/bohr
shortest bond: cell n = [ 0 -1 -1], d (bohr) = +1.290 -1.610 -2.000, |d| = 2.8734
its kinetic+overlap g (Ha/bohr): -0.130291 +0.169906 +0.208915
its g_a d_b xx yy zz xy yx (Ha): -0.168075 -0.273548 -0.417830 +0.209769 +0.219178
kinetic xx yy zz xy yx (Ha): -1.785526 -1.781004 -1.791489 +0.087330 +0.094464
three-centre xx yy zz xy yx (Ha): +11.274823 +11.402662 +11.467614 -0.111271 -0.124451
overlap xx yy zz xy yx (Ha): -2.246878 -2.369424 -2.392866 +0.024710 +0.030756
repulsion xx yy zz xy yx (Ha): -1.823733 -1.804409 -1.879232 +0.105120 +0.105120
Omega*sigma row x (Ha): +5.418686 +0.105889 +0.083932 | FD: +5.418686 +0.105889 +0.083932
Omega*sigma row y (Ha): +0.105889 +5.447825 -0.024148 | FD: +0.105889 +5.447825 -0.024148
Omega*sigma row z (Ha): +0.083932 -0.024148 +5.404027 | FD: +0.083932 -0.024148 +5.404027
stress vs finite difference, max error = 5.6e-12 Ha
sigma row x (Ha/bohr^3): +0.0990257 +0.0019351 +0.0015338
sigma row y (Ha/bohr^3): +0.0019351 +0.0995582 -0.0004413
sigma row z (Ha/bohr^3): +0.0015338 -0.0004413 +0.0987578
pressure = -0.0991139 Ha/bohr^3 = -2916.03 GPa; -dF/dOmega = -0.0991139 Ha/bohr^3
1 Ha/bohr^3 = 29421.0 GPa
in-cell virial xx yy zz xy yx (Ha): +0.005399 -0.052772 +0.014021 +0.005399 -0.052772
lattice part xx yy zz xy yx (Ha): +5.413287 +5.500597 +5.390005 +0.100490 +0.158661; FD error 9.1e-12
in-cell virial after tau2+a1 (Ha): +0.015167 -0.052772 +0.014021 +0.005399 -0.148239
change of Omega*sigma on relabelling = 1.8e-15 Ha
xx without W term = 7.665565 Ha
dE/deps xx yy zz (Ha): +5.413015 +5.459936 +5.396633
dF/deps_xx at fixed Cartesian k = 5.652573 Ha
antisym P dH xy xz yz (Ha): +0.003023 +0.003335 -0.000488
antisym -W dS xy xz yz (Ha): -0.003023 -0.003335 +0.000488
max antisym total = 4.4e-16 Ha
no p_z: xz zx yz zy (Ha): +0.061541 +0.060129 -0.031430 -0.029658
no p_z: FD error = 6.0e-12 Ha
cutoff 20 -> 25 changes Omega*sigma by 8.5e-06 Ha
\end{verbatim}
